# When self-consistent total-energy denominators spoil second-order downfolding

**Q:** When I downfold a Hamiltonian to second order, I put the energy I am solving for into the denominators and iterate to self-consistency. The exact partitioning has that energy there, so this must always improve on fixed denominators.

**A:** Let us write the exact equation first, to see what you keep and what you drop. Split the states into a kept space $P$ and the rest, $Q$. With components $\psi_P$ and $\psi_Q$, the eigenvalue equation is

$$H_{PP}\psi_P+H_{PQ}\psi_Q=E\psi_P,\qquad H_{QP}\psi_P+H_{QQ}\psi_Q=E\psi_Q .$$

If $E$ is not an eigenvalue of $H_{QQ}$, the second equation gives $\psi_Q=(E-H_{QQ})^{-1}H_{QP}\psi_P$. Inserting this into the first, with a single reference state in $P$, gives

$$E=H_{PP}+H_{PQ}\,(E-H_{QQ})^{-1}H_{QP}.$$

This is exact. Your second-order version keeps $E$ but replaces $H_{QQ}$ by its diagonal. These are two separate decisions, and the exactness of the full equation does not carry over to the truncated one.

**Q:** But for a two-level system the second-order version is exact.

**A:** It is, because $Q$ then holds one state and there is nothing off-diagonal to drop. So take $N$ such systems that do not interact. Each has a lower level at zero, an upper level at $D>0$, and a real coupling $V>0$ between them. The reference is the product of all lower levels, with energy zero. What should the energy do as $N$ grows?

**Q:** It should be $N$ times the energy of one system.

**A:** Yes. The Hamiltonian is a sum of terms acting on different systems, so the ground state is a product and the energies add. For one system, $e=V^2/(e-D)$, or $e^2-De-V^2=0$, whose lower root is

$$e=\frac D2-\sqrt{\frac{D^2}{4}+V^2}.$$

The exact energy is $Ne$. Now apply your recipe to all $N$ systems at once. Which states couple to the reference?

**Q:** Those with one system excited. There are $N$ of them, each at energy $D$ and coupled by $V$.

**A:** Then the second-order equation with the self-consistent total energy, known as second-order Brillouin–Wigner theory (BW2), is

$$E=\frac{NV^2}{E-D}\quad\Rightarrow\quad E^2-DE-NV^2=0\quad\Rightarrow\quad E=\frac D2-\sqrt{\frac{D^2}{4}+NV^2},$$

where the lower root is the ground state.

**Q:** The $N$ is under the square root.

**A:** That is the failure. The scale is set by comparing $NV^2$ with $D^2/4$, that is, $N$ with $N_c=D^2/(4V^2)$. For $N\ll N_c$, expanding the root gives

$$E\approx-\frac{NV^2}{D}+\frac{N^2V^4}{D^3},$$

which is nearly linear. For $N\gg N_c$, $E\approx-V\sqrt N+D/2$, so the energy per system tends to zero.

The growth in between follows from $E(E-D)=NV^2$. Differentiating with respect to $N$ gives $(2E-D)\,dE/dN=V^2$. Hence

$$\frac{d\ln|E|}{d\ln N}=\frac{N}{E}\,\frac{V^2}{2E-D}=\frac{E-D}{2E-D}=\frac{D+|E|}{D+2|E|},$$

where the last step uses $E=-|E|$. This local exponent falls from near 1 when $|E|\ll D$ to $1/2$ when $|E|\gg D$. The square-root law is therefore a large-$N$ limit, not a law for every $N$.

**Q:** Can you put numbers on it, and compare with fixed denominators?

**A:** With fixed denominators, $E$ on the right is replaced by the reference energy, zero. This is second-order Rayleigh–Schrödinger theory (RS2), with $E_{\rm RS}=-NV^2/D$. Take the round model values $D=2$ eV and $V=0.5$ eV, which stand for no particular material. Then $N_c=4/(4\times0.25)=4$ and $e=1-\sqrt{1.25}=-0.1180$ eV. For $N=100$,

$$E_{\rm BW}=1-\sqrt{1+100\times0.25}=1-5.099=-4.099\ \text{eV}.$$

Holding $D$ and $V$ fixed and changing $N$ gives, in eV:

| $N$ | exact | RS2 | BW2 | BW2 exponent |
|---:|---:|---:|---:|---:|
| 1 | −0.118 | −0.125 | −0.118 | 0.947 |
| 4 | −0.472 | −0.500 | −0.414 | 0.854 |
| 100 | −11.80 | −12.50 | −4.10 | 0.598 |
| 10000 | −1180.3 | −1250.0 | −49.0 | 0.510 |

At $N=100$ the energies are −0.434 hartree exactly, −0.459 in RS2 and −0.151 in BW2. RS2 overshoots the exact magnitude by about 6% at every $N$, while BW2 recovers 35% of it at $N=100$ and 4% at $N=10000$.

**Q:** Why does a better energy in the denominator do such damage? I would like a cause, not just a formula.

**A:** Look at the wave function behind BW2. The singly excited states do not couple to one another, and the doubly excited states do not couple directly to the reference. Dropping the off-diagonal part of $H_{QQ}$ therefore leaves the reference coupled to the singles and to nothing else. BW2 is the diagonalization of $H$ in that small space. With coefficient 1 on the reference and $a$ on each single,

$$E=NVa,\qquad Ea=V+Da\quad\Rightarrow\quad a=\frac{V}{E-D},$$

and eliminating $a$ returns the BW2 equation. The weight of the singles relative to the reference is

$$Na^2=\frac{NV^2}{(E-D)^2}=\frac{E(E-D)}{(E-D)^2}=\frac{|E|}{D+|E|}.$$

After normalization, the mean number of excited systems is

$$\frac{Na^2}{1+Na^2}=\frac{|E|}{D+2|E|}<\frac12 .$$

**Q:** So however many systems I have, on average less than half of one is excited?

**A:** In BW2, yes. In the exact state each system is excited independently, with amplitude ratio $t=V/(e-D)=-0.236$ and probability $p=t^2/(1+t^2)=0.0528$. For $N=100$ that is 5.28 excitations on average, against 0.40 in BW2. The truncated state must share less than half an excitation among all the systems.

**Q:** That describes the wave function. Where does it show up in the denominator?

**A:** In the energy of the systems that are not being excited. The exact state is a product of factors $|0\rangle+t|1\rangle$, so relative to the reference each single has amplitude $t$ and each double has $t^2$. Write the exact eigenvalue equation for the state with system $i$ excited. It is reached from the reference by exciting $i$, and from each of the $N-1$ doubles containing $i$ by de-exciting the other system:

$$Et=V+Dt+(N-1)Vt^2 .$$

For one system, the equation for the reference component reads $e=Vt$. So $Vt^2=et$, and moving terms to the left gives

$$\bigl[E-(N-1)e-D\bigr]\,t=V .$$

With $E=Ne$ the bracket is $e-D$, which does not contain $N$.

**Q:** So the doubles remove most of the total energy from the denominator.

**A:** They do, and the physical reason is simple. While system $i$ is excited, the other $N-1$ systems keep lowering their energies through their own couplings. The excited configuration should therefore be placed at $D+(N-1)e$, not at $D$. BW2 lowers $E$ on one side of the comparison but leaves the excited configuration without the matching lowering.

For $N=100$ the exact total energy gives $E-D=-13.803$ eV. The spectators contribute $(N-1)e=-11.685$ eV, and subtracting this leaves $-2.118$ eV, the correct denominator. BW2, at its own energy, uses $-6.099$ eV. Its denominator is almost three times too large, so each contribution is almost three times too small.

**Q:** Then the next order, which includes doubles, should repair it.

**A:** It repairs the weak-coupling expansion through order $V^4$, but terms nonlinear in $N$ remain at higher orders, and the growth at large $N$ is not repaired. Let $W$ be the off-diagonal part of $H_{QQ}$, and let $R$ be the inverse of $E$ minus the diagonal part. Then, as a formal expansion in powers of $W$ that need not converge at every $E$,

$$(E-H_{QQ})^{-1}=R+RWR+RWRWR+\dots$$

The term with one $W$ vanishes here: it turns a single into a double, and a double does not couple back to the reference. With two factors of $W$, one excites system $i$ ($N$ choices), then $j$ ($N-1$ choices), and then de-excites the two in either order (2 choices). The two singles in the path give denominators $E-D$, and the double gives $E-2D$:

$$E=\frac{NV^2}{E-D}+\frac{2N(N-1)V^4}{(E-D)^2(E-2D)} .$$

At weak coupling, the first term contributed $+N^2V^4/D^3$, as we saw. In the second term we may set $E=0$ at this order. Its denominator is then $-2D^3$ and it contributes $-N(N-1)V^4/D^3$. The sum is

$$\frac{N^2V^4}{D^3}-\frac{N(N-1)V^4}{D^3}=\frac{NV^4}{D^3},$$

which is $N$ times the $V^4$ term of $e=-V^2/D+V^4/D^3-\dots$. The $N^2$ part that self-consistency brought in at second order was half of a cancelling pair.

**Q:** And at large $N$?

**A:** Suppose $|E|\gg D$, drop $D$, and replace $N-1$ by $N$. Multiplying the equation by $E$ gives $E^2=NV^2+2N^2V^4/E^2$. With $E^2=yNV^2$ this becomes

$$y=1+\frac2y\quad\Rightarrow\quad y^2-y-2=(y-2)(y+1)=0 .$$

Since $y$ is positive, $y=2$ and $E\approx-V\sqrt{2N}$. This agrees with the assumption $|E|\gg D$ for large $N$. Solving the full fourth-order equation at $N=10^8$ gives 0.9998 of this limit. The prefactor has improved, but the growth is still a square root.

**Q:** Should I then say that self-consistent denominators never help?

**A:** That would also be wrong. Compare the errors for two and three systems, measured from the exact total energy. For $N=2$, RS2 is 13.9 meV too low and BW2 is 11.3 meV too high, so BW2 wins narrowly. For $N=3$ the errors are 20.9 meV and 31.2 meV, and RS2 wins.

**Q:** Is there a general boundary?

**A:** For this model, yes. Measure energies in units of $D$ and set $x=V^2/D^2$ and $s=\sqrt{1+4x}$, so that $e=(1-s)/2$. Let $b=E_{\rm BW}/N$ be the BW2 energy per system. It obeys $|b|(1+N|b|)=x$. The left side grows with both $|b|$ and $N$, so $|b|$ must fall as $N$ rises. At $N=1$ it equals $|e|$, and hence BW2 lies above the exact energy for $N>1$. RS2 gives $-x$ per system, and since $|e|=x/(1+|e|)<x$, it lies below.

BW2 has the larger error when $b-e>e+x$, that is, when

$$b>b_*=2e+x=1+x-s .$$

Since $b$ is negative, this can happen only if $b_*<0$. That requires $(1+x)^2<1+4x$, or $x<2$. The BW2 equation in these units is $Nb^2-b=x$, so $N=(x+b)/b^2$, and $b$ reaches $b_*$ at

$$N_*=\frac{1+2x-s}{(1+x-s)^2}.$$

For $x<2$, BW2 is the worse of the two for $N>N_*$. At weak coupling $s\approx1+2x-2x^2$, so the numerator tends to $2x^2$, the denominator to $x^2$, and $N_*$ to 2. With $D=2$ eV held fixed, $N_*$ is 2.26 for $V=0.5$ eV, 3.18 for 1 eV and 13.7 for 2 eV.

**Q:** And for $x\ge2$ BW2 is better at every $N$?

**A:** Better than RS2, but not necessarily good. From $|e|(1+|e|)=x$, the ratio of the RS2 energy to the exact one is $x/|e|=1+|e|$. At $x=2$ we have $|e|=1$, so RS2 is already wrong by 100%, and by more for larger $x$. BW2 still loses nearly all of the energy as $N\to\infty$. In that regime neither second-order energy is useful for a large collection.

**Q:** I mostly downfold band structures, with thousands of orbitals. Are my bands shrinking as $\sqrt N$?

**A:** Not by this mechanism. In one-particle downfolding the denominator contains an orbital energy $\varepsilon$, which does not grow with the number of cells. Put one spinless electron in each of our $N$ systems, with no hopping or interaction between them. Keep the $N$ lower orbitals and fold out the $N$ upper ones. Even if both sets are rewritten as delocalized orbitals, the coupling block is $VU$ with $U$ orthogonal for real orbitals (for complex Bloch orbitals $U$ is unitary and $U^{T}$ below becomes $U^{\dagger}$), and the upper block is still $D$ times the unit matrix. The effective matrix is

$$H_{\rm eff}(\varepsilon)=\frac{VU\,U^{T}V}{\varepsilon-D}=\frac{V^2}{\varepsilon-D}\,\mathbb 1 ,$$

so all $N$ orbitals obey $\varepsilon=V^2/(\varepsilon-D)$ and have $\varepsilon=e$. Filling them gives $Ne$. For $N=8$, the occupied orbital energies and the many-body ground state both give $-0.944$ eV.

The second-order form is exact here because the upper orbitals do not couple to one another. When they do, dropping that coupling is an approximation to be judged separately. The loss of linear growth shown here comes from many-body downfolding that is truncated while the total energy is kept in the denominator.

**Q:** What should I use there instead, and how would I notice the problem?

**A:** To notice it, compute two copies that do not interact and compare with twice one copy. In the example BW2 gives $-0.2247$ eV for the pair and $2\times(-0.1180)=-0.2361$ eV for the two taken separately. The 11.3 meV difference looks like a repulsion, although the copies have no interaction at all.

As for a remedy, fixed denominators restore the linear growth at second order, at the price of a poor energy when $V$ is not small compared with $D$. At fourth order it is not enough to set $E=0$ in the folded equation: the term $-N(N-1)V^4/D^3$ would then stand alone, and its $N^2$ part is cancelled only by a further term of Rayleigh–Schrödinger theory. The other choice is to keep self-consistency but use the energy of the local part being excited: $e=V^2/(e-D)$ for each system, then add. In this model that is exact, because each system has one excited state and no neighbours. With interacting parts, the division into local energies becomes an approximation of its own, and the two-copy comparison is still worth making. The numerical output below gives the intermediate system sizes.

## Table of computed values

```
level spacing D = 2.000 eV, coupling V = 0.500 eV
x = V^2/D^2 = 0.0625
crossover number Nc = D^2/(4V^2) = 4.00
exact energy per system e = -0.11803 eV
RS2 energy per system = -0.12500 eV
N, exact (eV), RS2 (eV), BW2 (eV), BW2/exact, BW2 growth exponent
     1      -0.1180      -0.1250     -0.1180   1.0000   0.9472
     2      -0.2361      -0.2500     -0.2247   0.9520   0.9082
     3      -0.3541      -0.3750     -0.3229   0.9118   0.8780
     4      -0.4721      -0.5000     -0.4142   0.8773   0.8536
    10      -1.1803      -1.2500     -0.8708   0.7378   0.7673
   100     -11.8034     -12.5000     -4.0990   0.3473   0.5981
  1000    -118.0340    -125.0000    -14.8430   0.1258   0.5316
 10000   -1180.3399   -1250.0000    -49.0100   0.0415   0.5100
errors against exact: N, RS2 (meV), BW2 (meV)
     2    -13.932     11.323
     3    -20.898     31.226
     4    -27.864     57.922
N=100 mean number of excitations, BW2: 0.4019
N=100 mean number of excitations, exact: 5.2786
exact excitation probability per system p = 0.05279
exact amplitude ratio t = -0.23607
N=100 BW2 denominator E-D = -6.0990 eV
correct denominator e-D = -2.1180 eV
N=100 spectator energy (N-1)e = -11.6854 eV
N=100 exact energy = -0.43377 hartree
N=100 RS2 energy = -0.45937 hartree
N=100 BW2 energy = -0.15064 hartree
threshold N* for D=2.0 eV, V=0.5 eV: 2.259
threshold N* for D=2.0 eV, V=1.0 eV: 3.181
threshold N* for D=2.0 eV, V=2.0 eV: 13.708
N=10^6: BW2 energy / (-V sqrt(N)) = 0.99800
growth exponent between N=10^6 and 2x10^6 = 0.50085
N=10^8: fourth-order energy / (-V sqrt(2N)) = 0.99976
N=8: sum of occupied orbital energies = -0.94427 eV
N=8: many-body ground-state energy = -0.94427 eV
```
